\section*{Twofold band degeneracy on the screw-axis zone face of Pca21 hafnia}

\section{What goes wrong without the result}

Suppose we want the energy of a band near the zone face $k_z=\pi/c$ of ferroelectric hafnia, where $c$ is the lattice period along the polar axis. The crystal has no inversion centre, so spin-orbit coupling can split bands at a general wavevector. It is then natural to treat the level on the face as a single level and expand about it. The spectrum turns out to be even in the distance $q$ from the face, so a smooth single band would have zero slope there, and no electron on the face would move along $z$.

That conclusion is false. In the model worked out below, the two lowest branches leave the face with slopes of about $\pm2.16$ eV\,\AA\ in the small basis used there, and $\pm3.1$ to $\pm3.2$ eV\,\AA\ in larger ones. The expansion fails because the level on the face is never single: time reversal combined with the twofold screw axis supplies a partner for every state. The pairing holds over the whole face, not just at isolated points or lines.

\section{The crystal and its Hamiltonian}

The space group Pca2$_1$ contains, besides translations, a screw axis and two glides:
\begin{align}
S&:(x,y,z)\to(-x,-y,z+c/2),\\
M_a&:(x,y,z)\to(x+a/2,-y,z),\\
M_c&:(x,y,z)\to(-x+a/2,y,z+c/2).
\end{align}
The proof needs only $S$ and time reversal $T$. We assume an infinite, periodic, nonmagnetic crystal and a one-electron description. In atomic units, with fine-structure constant $\alpha$,
\begin{equation}
H=\frac{p^2}{2}+V(\mathbf r)+\frac{\alpha^2}{4}\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p).
\label{eq:H}
\end{equation}

On a two-component spinor the screw acts as
\begin{equation}
(S\psi)(\mathbf r)=e^{-i\pi\sigma_z/2}\psi(S^{-1}\mathbf r)=-i\sigma_z\,\psi(-x,-y,z-c/2),
\end{equation}
because $\cos(\pi/2)=0$ and $\sin(\pi/2)=1$. Time reversal is $T\psi=-i\sigma_y\psi^*$.

\paragraph{Why $S$ commutes with $H$.} Let $R=\mathrm{diag}(-1,-1,1)$ be the rotation part. The crystal has $V(S^{-1}\mathbf r)=V(\mathbf r)$. Differentiating this gives $(\partial_iV)(S^{-1}\mathbf r)=R_{ii}\,\partial_iV(\mathbf r)$. Likewise $Sp_iS^{-1}=R_{ii}p_i$, so $p^2$ is unchanged. A component of the cross product acquires the factor $R_{jj}R_{kk}$, with $i,j,k$ all different. This equals $R_{ii}$, since $\det R=1$ and $R_{ii}^2=1$. Finally $\sigma_z\sigma_i\sigma_z=R_{ii}\sigma_i$. The spin-orbit term therefore acquires $R_{ii}^2=1$.

\paragraph{Why $T$ commutes with $H$.} Time reversal leaves the real function $V$ alone and reverses both $\mathbf p$ and $\boldsymbol\sigma$. The kinetic term contains two factors of $\mathbf p$, and the spin-orbit term one factor of each. Both are unchanged.

From here on the form (\ref{eq:H}) is not used. Any periodic one-electron $H$, with nonlocal potentials if desired, will serve if it commutes with the product $TS$.

\section{The combined operation}

Define $\Theta=TS$. Complex conjugation turns $-i\sigma_z$ into $+i\sigma_z$, so
\begin{equation}
(\Theta\psi)(\mathbf r)=(-i\sigma_y)(i\sigma_z)\psi^*(S^{-1}\mathbf r)
=\sigma_y\sigma_z\psi^*(S^{-1}\mathbf r)=i\sigma_x\psi^*(S^{-1}\mathbf r).
\label{eq:theta}
\end{equation}

\paragraph{Action on the wavevector.} Let $\psi(\mathbf r+\mathbf L)=e^{i\mathbf k\cdot\mathbf L}\psi(\mathbf r)$ for every lattice vector $\mathbf L$. Since $S^{-1}(\mathbf r+\mathbf L)=S^{-1}\mathbf r+R\mathbf L$,
\begin{equation}
(\Theta\psi)(\mathbf r+\mathbf L)=e^{-i\mathbf k\cdot R\mathbf L}(\Theta\psi)(\mathbf r)
=e^{i(-R\mathbf k)\cdot\mathbf L}(\Theta\psi)(\mathbf r).
\end{equation}
The new wavevector is $-R\mathbf k=(k_x,k_y,-k_z)$. It is equivalent to the old one when $2k_z$ is a multiple of $2\pi/c$. This selects two planes, $k_z=0$ and $k_z=\pi/c$. The faces $k_z=\pm\pi/c$ are one and the same plane, since they differ by a reciprocal lattice vector.

\paragraph{The square.} Applying (\ref{eq:theta}) twice,
\begin{equation}
(\Theta^2\psi)(\mathbf r)=(i\sigma_x)(i\sigma_x)^*\psi(S^{-2}\mathbf r)
=\psi(x,y,z-c)=e^{-ik_zc}\psi(\mathbf r).
\label{eq:square}
\end{equation}
Here $(i\sigma_x)(-i\sigma_x)=1$, and two inverse screws return $x$ and $y$ while lowering $z$ by $c$. Hence
\begin{equation}
\Theta^2=+1\ \ (k_z=0),\qquad \Theta^2=-1\ \ (k_z=\pi/c).
\end{equation}

The origin of the minus sign deserves attention. For an electron with spin, $T^2=-1$, but a full $2\pi$ spin rotation also gives $-1$, and the two cancel. What remains is the translation by $c$, built from two half translations. If the screw were replaced by an ordinary twofold axis, the square would be $+1$ on both planes and this argument would give no degeneracy.

\section{Proof of the degeneracy}

Take any eigenstate $\psi$ on the face $k_z=\pi/c$, with energy $E$. Because $\Theta$ commutes with $H$ and $E$ is real, $\Theta\psi$ has energy $E$; by the previous section it has the same $\mathbf k$. We must show that it is a different state.

An antiunitary operator obeys $\langle\Theta\phi|\Theta\chi\rangle=\langle\chi|\phi\rangle$. Put $\phi=\psi$ and $\chi=\Theta\psi$:
\begin{equation}
\langle\Theta\psi|\Theta^2\psi\rangle=\langle\Theta\psi|\psi\rangle .
\end{equation}
On the face $\Theta^2\psi=-\psi$, so the left side is $-\langle\Theta\psi|\psi\rangle$. Therefore
\begin{equation}
\langle\Theta\psi|\psi\rangle=0 .
\end{equation}
The partner is orthogonal to $\psi$, and the level is at least doubly degenerate. Nothing was assumed about $k_x$ or $k_y$, so the result covers the entire face, edges and corners included.

The multiplicity is moreover even. Let $\chi$ belong to the same level and be orthogonal to both $\psi$ and $\Theta\psi$. Then
\begin{align}
\langle\Theta\chi|\Theta\psi\rangle&=\langle\psi|\chi\rangle=0,\\
\langle\Theta\chi|\psi\rangle&=-\langle\Theta\chi|\Theta(\Theta\psi)\rangle=-\langle\Theta\psi|\chi\rangle=0 .
\end{align}
So $\Theta\chi$ is also orthogonal to the first pair, and $\chi,\Theta\chi$ form a second pair. Repeating this exhausts the finite eigenspace in pairs.

\paragraph{Spin of the partners.} From (\ref{eq:theta}), $\Theta\sigma_i\Theta^{-1}=\sigma_x\sigma_i^*\sigma_x$, which gives
\begin{equation}
\sigma_x\to\sigma_x,\qquad \sigma_y\to\sigma_y,\qquad \sigma_z\to-\sigma_z .
\label{eq:spin}
\end{equation}
The partners have equal mean spin in the plane and opposite mean spin along the screw axis. They are not simply spin up and spin down.

\section{Where the argument stops}

At $k_z=0$ the square is $+1$ and the orthogonality step reads $\langle\Theta\psi|\psi\rangle=\langle\Theta\psi|\psi\rangle$, which says nothing. A nondegenerate state there is its own partner up to a phase. At other values of $k_z$ the partner lies at $-k_z$, and we learn only that $E(k_x,k_y,k_z)$ and $E(k_x,k_y,-k_z)$ agree.

The other zone faces are not protected at general points. The remaining antiunitary candidates act as
\begin{align}
T&:\mathbf k\to(-k_x,-k_y,-k_z),\\
TM_a&:\mathbf k\to(-k_x,k_y,-k_z),\\
TM_c&:\mathbf k\to(k_x,-k_y,-k_z).
\end{align}
All of them reverse $k_z$, as $TS$ does, so none fixes a point of the face $k_x=\pi/a$ or $k_y=\pi/b$ with general $k_z$. A glide can leave such a face fixed, but one unitary operation that commutes with $H$ only labels the states; it does not pair them.

\section{Switching off spin-orbit coupling}

Without spin-orbit coupling, $H$ acts on each spin component separately. The orbital operation $\Theta_0\phi(\mathbf r)=\phi^*(S^{-1}\mathbf r)$ then commutes with $H$, and $\Theta_0^2=e^{-ik_zc}$ again. On the face every orbital level is thus at least double, and spin makes it fourfold.

Consider an isolated quartet. Let $\tau_i$ be Pauli matrices in the orbital doublet, using the basis $\phi,\Theta_0\phi$. There $\Theta_0$ is $-i\tau_y$ times conjugation, so all three $\tau_i$ change sign. Combining this with (\ref{eq:spin}), the terms that are linear in spin and even under $\Theta$ are
\begin{equation}
h=a\sigma_x+b\sigma_y+(\mathbf g\cdot\boldsymbol\tau)\sigma_z .
\label{eq:quartet}
\end{equation}
The three terms anticommute in pairs, since their spin matrices do and the orbital factors commute. Squaring leaves
\begin{equation}
h^2=a^2+b^2+|\mathbf g|^2 .
\end{equation}
As $h$ is traceless, its eigenvalues are $\pm\sqrt{a^2+b^2+|\mathbf g|^2}$, each occurring twice. To first order in the coupling, the quartet splits symmetrically into two doublets. Coupling to other levels, in second order, can add a common shift and also modifies the gap.

\section{Leaving the face}

Let $\mathbf k_0$ lie on the face and move a distance $q$ along $z$. On functions with wavevector $\mathbf k_0$ the Hamiltonian becomes $H(q)=e^{-iqz}He^{iqz}$. Since $\Theta$ conjugates and shifts $z$ to $z-c/2$,
\begin{equation}
\Theta H(q)\Theta^{-1}=e^{iq(z-c/2)}He^{-iq(z-c/2)}=H(-q).
\label{eq:even}
\end{equation}
The constant phases cancel. The spectrum is even in $q$, as stated at the start.

For an isolated doublet, let $W$ be the $2\times2$ matrix of $H'(0)=i[H,z]$, the velocity along $z$. Differentiating (\ref{eq:even}) gives $\Theta W\Theta^{-1}=-W$. Write $W=w_0+\mathbf v\cdot\boldsymbol\rho$, with Pauli matrices $\rho_i$ in the doublet. Under $\Theta$ the number $w_0$ is even and all $\rho_i$ are odd, so $w_0=0$ and
\begin{equation}
E_\pm(q)=E_0\pm|\mathbf v||q|+O(q^2).
\label{eq:linear}
\end{equation}
The splitting is $2|\mathbf v||q|$ to first order. Evenness and finite slope are compatible because two straight lines cross at $q=0$; sorting the levels by energy turns them into a pair of cusps. This is what the single-band expansion missed.

Equation (\ref{eq:linear}) requires the splitting to be small compared with the distance to the next doublet. If spin-orbit coupling is weak, that next doublet is the other half of the quartet and the range is short.

\paragraph{Doublet slope and orbital slope.} Without spin-orbit coupling, the quartet has velocity matrix $W_0=\mathbf v_0\cdot\boldsymbol\tau$, with eigenvalues $\pm|\mathbf v_0|$. Weak coupling selects doublets, the two eigenspaces of $h$, and to leading order $W$ is the projection of $W_0$ onto one of them. A projection cannot enlarge the range of eigenvalues, hence $|\mathbf v|\le|\mathbf v_0|$. Two limits show the possible range. If $\mathbf g=0$, $h$ commutes with $W_0$ and acts on spin alone; the full slope survives. If $a=b=0$ and $\mathbf g\perp\mathbf v_0$, $h$ anticommutes with $W_0$, which then connects only different doublets; the first-order slope vanishes.

\section{Worked example}

\paragraph{Model.} The cell edges are $5.2$, $5.0$ and $5.1$ \AA. Sites at the fractional positions $(0.03,0.27,0.25)$ for Hf, $(0.37,0.07,0.10)$ for O1 and $(0.27,0.54,0.50)$ for O2 are repeated by the group operations. Within $2.5$ \AA, O1 has three Hf neighbours and O2 has four. Each site carries a Gaussian well $-U e^{-r^2/2s^2}$, with $U=15$ eV and $s=0.6$ \AA\ for Hf, and $U=30$ eV and $s=0.5$ \AA\ for O. The spin-orbit term is $\lambda\,\boldsymbol\sigma\cdot(\nabla V_{\rm Hf}\times\mathbf p/\hbar)$ with effective strength $\lambda=0.1$ \AA$^2$. Plane waves with kinetic energy below $60$ eV form the basis. On the face $\Theta$ changes only the sign of the $z$ component of a plane wave's total wavevector, so this finite basis respects the symmetry.

\paragraph{Degeneracy.} At $13$ points of the face, including its centre and a corner, the largest splitting within any pair is $3\times10^{-13}$ eV, which is rounding error. At the general point $(0.15,0.20,0.5)$, in units of $2\pi/a,2\pi/b,2\pi/c$, applying $\Theta$ to the computed lowest state gives an orthogonal state of the same energy. Keeping $k_x,k_y$ and moving to $k_z=0$ lifts the pairing: the largest pair splitting in the lowest 24 bands is $0.116$ eV. At general points of the faces $k_x=\pi/a$ and $k_y=\pi/b$ it is $0.108$ and $0.047$ eV.

\paragraph{Quartets.} At the same general face point the two lowest quartets without spin-orbit coupling lie at $-4.2950$ and $-1.2363$ eV. With it, the first becomes doublets at $-4.3007$ and $-4.2988$ eV, the second at $-1.3037$ and $-1.2020$ eV. The gaps are
\begin{align}
-4.2988-(-4.3007)&=0.0019\ \text{eV},\\
-1.2020-(-1.3037)&=0.1017\ \text{eV}.
\end{align}
Both doublets of the first quartet move down. Their mean shift, about $-0.005$ eV, is larger in size than their separation. First order alone, equation (\ref{eq:quartet}), would leave the mean fixed. The shift is therefore of higher order, and its sign is the expected one: second-order coupling to higher levels lowers the lowest level.

\paragraph{Slopes.} For the two lowest doublets the velocity matrix gives $2|\mathbf v|=4.316$ and $4.359$ eV\,\AA. Direct diagonalization close to the face gives the same values to the digits shown. Extending the facing branches as straight lines, they meet at
\begin{equation}
q^*=\frac{0.00191}{\frac12(4.316+4.359)}\ \text{\AA}^{-1}=4.4\times10^{-4}\ \text{\AA}^{-1},
\end{equation}
which sets the scale here. Equation (\ref{eq:linear}) holds only well below it: the splitting of the lowest doublet is about $1.5\%$ under the linear value at $q^*/10$, and less than half of it at $q^*$.

Much further out, at $q=0.0314$ \AA$^{-1}$, the four levels are $-4.4316$, $-4.4312$, $-4.1625$ and $-4.1608$ eV. They have regrouped into two close pairs about $0.270$ eV apart. Dividing by $q$ gives $8.6$ eV\,\AA, about twice the doublet value $2|\mathbf v|$ in this basis. With a $90$ eV cutoff the quotient is still $8.6$ eV\,\AA, while $2|\mathbf v|$ is $6.4$ eV\,\AA. In both cases the slopes at the face underestimate the splitting this far out. The quotient is instead the orbital value $2|\mathbf v_0|$, which is $8.6$ eV\,\AA\ at both cutoffs: far beyond $q^*$ the spin-orbit gap is negligible and the full orbital slope returns.

\section{What protects the pairs and what breaks them}

\paragraph{Magnetism.} Add a uniform exchange term $\mathbf B\cdot\boldsymbol\sigma$. By (\ref{eq:spin}), $B_x$ and $B_y$ commute with $\Theta$ although they break $T$ and $S$ separately; $B_z$ does not. With a strength of $0.05$ eV at the general face point, the pair splitting stays at rounding level for fields along $x$ and $y$. Along $z$ it reaches $0.088$ eV among the lowest 24 bands. The statement concerns a field acting on spin. A real magnetic field also enters through the orbital motion and changes the translation symmetry.

\paragraph{Distortion.} Moving two of the four Hf atoms by $0.05$ \AA\ along each axis, with the atoms and signs chosen to keep only the screw, leaves the pairs intact. Keeping only the $a$ glide gives splittings up to $0.043$ eV, and keeping only the $c$ glide up to $0.027$ eV, again in the lowest 24 bands at the same point. These are spacings of adjacent levels; without spin-orbit coupling the same distortions split the orbital doublets by up to about $0.08$ and $0.04$ eV. At a general point of the face, the screw is what matters. On special lines a glide combined with time reversal can also pair the states: the $c$ glide does so on the lines $k_y=0$ and $k_y=\pi/b$ of this face, and the $a$ glide on the line $k_x=\pi/a$.

\section{The model beside a hafnia capacitor}

The cell edges and oxygen coordination are roughly those of ferroelectric hafnia. The wells and $\lambda$ are round model values. In particular, $\lambda$ is about $27000$ times the coefficient $\alpha^2/4$ in (\ref{eq:H}), which equals $3.7\times10^{-6}$ \AA$^2$. A large value is used because the smooth wells lack the steep potential near the nuclei; it was not fitted to hafnium. The energies are therefore not predictions for the material. They are not converged either: raising the cutoff from $60$ to $90$ eV lowers the lowest level by $0.083$ eV and increases the smallest gap quoted above from $0.0019$ to $0.0027$ eV. The slopes change much more: $2|\mathbf v|$ for the two lowest doublets rises from about $4.3$ to $6.4$ eV\,\AA. The slopes quoted above therefore belong to the $60$ eV basis only. Beyond $90$ eV, $2|\mathbf v|$ still moves by $1$ to $2\%$, and not monotonically: it is about $6.3$ eV\,\AA\ at $120$ eV and $6.4$ eV\,\AA\ at $190$ eV. The lowest level falls by a further $0.03$ eV between $90$ and $190$ eV. The scale $q^*$ hardly moves, to about $4.2\times10^{-4}$ \AA$^{-1}$, because the gap and the slopes grow together. Between $60$ and $120$ eV the gap in the second quartet rises from $0.102$ to $0.110$ eV, and the largest pair splittings quoted for the other planes, the exchange field along $z$ and the glide-only distortions change by at most $5\%$. The degeneracy itself does not depend on these choices.

Real films break the assumption of perfect periodicity. A thickness of $10$ nm, a rough typical value, blurs $k_z$ on the scale $\pi/L=0.0314$ \AA$^{-1}$, where the lowest four levels of the model already span $0.27$ eV. A field of $1$ MV/cm along $z$ changes the potential energy by $0.051$ eV per cell. Its linear ramp is not periodic, so $\mathbf k$ is then only an approximate label. Random atomic displacements of $0.05$ \AA\ rms per axis, repeated in every cell, split the pairs at the general face point by $0.048$ eV on average over the lowest 24 bands and six samples. This figure, which scatters by about $0.007$ eV between samples, is the spacing of adjacent levels and understates the perturbation. Once the orbital doublets are split by more than the spin-orbit gaps, the levels regroup into near spin pairs whose spacing is limited by $\lambda$: halving $\lambda$ roughly halves the figure, while doubling the displacements raises it only to about $0.055$ eV. Without spin-orbit coupling, displacements of this size split the orbital doublets by about $0.13$ eV on average. Both figures exceed the thermal energy of $0.026$ eV at $300$ K. In a real film the displacements differ from cell to cell and partly average out, so this figure only indicates a scale. By contrast, the spin Zeeman splitting at $1$ T with $g=2$ is only about $10^{-4}$ eV.

In such a film the theorem therefore describes the symmetry-averaged crystal, about which these effects act as perturbations. In this model the spin-orbit gaps within the six lowest quartets range from $0.002$ to $0.14$ eV at the general face point. The spread of $0.27$ eV linked to the thickness exceeds all of them, and the field energy per cell lies within this range, while the orbital splitting from the displacements is comparable with the largest gaps. The doublets need not then appear as sharp, separate levels. The numerical output below lists the main values used.

\section*{Computed values}
\begin{verbatim}
cell a, b, c (angstrom): 5.2 5.0 5.1
Hf site (fractions of a, b, c): 0.03 0.27 0.25
O1 site (fractions of a, b, c): 0.37 0.07 0.1
O2 site (fractions of a, b, c): 0.27 0.54 0.5
well depth Hf, O (eV): 15.0 30.0
well width Hf, O (angstrom): 0.6 0.5
spin-orbit strength (angstrom^2): 0.1
cutoff (eV): 60.0  spinor basis size: 276
Hf neighbours of O1, O2 within 2.5 angstrom: 3 4
shortest Hf-O1, Hf-O2 (angstrom): 2.04 2.09
generic face point (fractions of 2pi/a,b,c): 0.15 0.2 0.5
face points tested: 13
largest pair splitting on face (eV): 2.6e-13
lowest 8 levels, generic face point (eV):
  with spin-orbit: -4.30070 -4.30070 -4.29879 -4.29879 -1.30369 -1.30369 -1.20195 -1.20195
  without:         -4.29499 -4.29499 -4.29499 -4.29499 -1.23633 -1.23633 -1.23633 -1.23633
doublet gap in lowest quartet (eV): 1.913e-03
largest such gap, lowest 24 bands (eV): 1.371e-01
largest pair splitting, lowest 24 bands (eV), at:
  kz=0 plane (0.15, 0.2, 0): 1.164e-01
  interior (0.15, 0.2, 0.3): 1.252e-01
  kx=pi/a face (0.5, 0.2, 0.3): 1.081e-01
  ky=pi/b face (0.15, 0.5, 0.3): 4.743e-02
Theta^2 at kz=0.0 (2pi/c): +1.0000 +0.0000i
Theta^2 at kz=0.3 (2pi/c): -0.3090 -0.9511i
Theta^2 at kz=0.5 (2pi/c): -1.0000 -0.0000i
|<psi|Theta psi>| on face: 6.9e-17
|<psi|Theta psi>| at kz=0: 1.000000
energy residual of partner (eV): 5.6e-14
splitting/q, lowest two doublets (eV angstrom):
  from derivative matrix: 4.3162 4.3588
  from diagonalization:   4.3162 4.3588
exchange field 0.05 eV, largest pair splitting (eV):
  along x, y, z: 1.1e-13 1.4e-13 8.8e-02
Hf shifts of 0.05 angstrom per axis, pair splitting (eV):
  screw only kept: 1.3e-13
  a-glide only kept: 4.3e-02
  c-glide only kept: 2.7e-02
  no symmetry: 3.2e-02
film thickness (nm): 10.0, pi/L (1/angstrom): 0.0314
  lowest 4 levels there (eV): -4.43159 -4.43124 -4.16251 -4.16083
  their total spread (eV): 0.2708
thermal energy at 300.0 K (eV): 0.0259
field energy per cell at 1.0 MV/cm (eV): 0.0510
spin Zeeman splitting, g=2, 1.0 T (eV): 1.16e-04
random shifts, rms 0.05 angstrom per axis, 6 samples:
  mean pair splitting, lowest 24 bands (eV): 0.0483
lowest level change, cutoff 60 to 90 eV (eV): -0.0828
lowest quartet gap at 90 eV cutoff (eV): 2.708e-03
\end{verbatim}
